# Charge Pumped per Cycle by a Single Two-State Trap

Consider one trap near the Si/SiO2 interface of an n-channel transistor. It has two states: empty, or filled with one electron. A periodic gate voltage alternates between inversion, called the electron phase, and accumulation, called the hole phase. Source and drain supply electrons to the channel, and the substrate supplies holes. The two phases have durations $t_1$ and $t_2$, and the repetition frequency is $f_r=1/(t_1+t_2)$ when the edges are taken as instantaneous.

During the electron phase an empty trap captures an electron with probability $k_n(t)\,dt$ in a short time $dt$. During the hole phase a filled trap captures a hole, which empties it, with probability $k_p(t)\,dt$. These probabilities depend on the present state of the trap and on the gate voltage, but not on how long the trap has been in that state. Emission is neglected for now, and each phase is assumed to involve one band: the conduction band in the first, the valence band in the second.

Let $u(t)$ be the probability that a trap empty at the start of the electron phase is still empty after a time $t$. To be empty at $t+dt$ it must be empty at $t$ and escape capture during $dt$, so $u(t+dt)=u(t)[1-k_n(t)\,dt]$, or $du/dt=-k_nu$. With $u(0)=1$, integration over the phase gives the first survival factor. The same argument for a filled trap in the hole phase gives the second:

$$
a=\exp\left[-\int_0^{t_1}k_n(t)\,dt\right],\qquad
b=\exp\left[-\int_0^{t_2}k_p(t)\,dt\right].
$$

Thus $a$ is the probability that an empty trap stays empty through the electron phase, and $b$ is the probability that a filled trap stays filled through the hole phase. Small survival factors mean efficient capture. The claim is that, in the periodic state, the mean number of electrons transferred from channel to substrate per cycle is

$$
Q=\frac{(1-a)(1-b)}{1-ab},\qquad ab<1.
$$

This is a mean. In a particular cycle the trap captures either no electron or one, because a filled trap cannot be emptied before the hole phase begins.

Let $f(t)$ be the probability that the trap is filled. In the electron phase, filling requires an empty trap:

$$
\frac{df}{dt}=k_n(t)(1-f),\qquad
\frac{d(1-f)}{dt}=-k_n(t)(1-f).
$$

The probability of being empty is therefore multiplied by $a$ over the phase. If the occupancy is $G_j$ before the electron phase of cycle $j$ and $F_j$ after it,

$$
1-F_j=a(1-G_j),\qquad F_j=1-a+aG_j.
$$

In the hole phase $df/dt=-k_p(t)f$, so the occupancy itself is multiplied by $b$, and $G_{j+1}=bF_j$. Combining the two maps,

$$
G_{j+1}=b(1-a)+ab\,G_j.
$$

In the periodic state $G_{j+1}=G_j=G$. Moving the last term to the left gives $(1-ab)G=b(1-a)$. Similarly, inserting $G=bF$ into $F=1-a+aG$ gives $(1-ab)F=1-a$. Hence

$$
G=\frac{b(1-a)}{1-ab},\qquad
F=\frac{1-a}{1-ab}.
$$

Subtracting the fixed-point equation from the recurrence shows that the periodic state is reached from any initial occupancy:

$$
G_{j+1}-G=ab\,(G_j-G),\qquad
G_j-G=(ab)^j(G_0-G).
$$

The deviation vanishes for $ab<1$. If $a=b=1$, neither capture can occur; the trap keeps its initial state and pumps nothing, although the fraction for $Q$ has the form $0/0$.

The transferred charge follows by counting captures. The mean number of electrons captured in one electron phase is the integral of the capture rate times the probability that the trap is empty:

$$
\int_0^{t_1}k_n(1-f)\,dt=\int_0^{t_1}\frac{df}{dt}\,dt=F-G.
$$

The mean number of holes captured in the following phase is $\int k_pf\,dt=F-bF=F(1-b)$. Since $G=bF$, the two numbers are equal, as they must be if no charge accumulates in the trap. Substitution of $F$ gives

$$
Q=F-G=F(1-b)=\frac{(1-a)(1-b)}{1-ab}.
$$

Each completed pair of captures takes an electron from source or drain and a hole from the substrate. With $q$ the elementary charge, the magnitude of the mean current is $I=qf_rQ$. Its conventional direction through the device is from the substrate contact to source and drain.

The denominator expresses the memory of earlier cycles. The product $(1-a)(1-b)$ would be the mean count if the trap were empty with probability $1-b$ at the start of each cycle. The actual probability is

$$
1-G=\frac{1-ab-b+ab}{1-ab}=\frac{1-b}{1-ab}
=(1-b)\sum_{m=0}^{\infty}(ab)^m.
$$

To read the series, imagine that capture opportunities arrive at the given rates whatever the state of the trap, and are wasted if the trap cannot use them. The trap is empty at the start of a cycle if its latest opportunity was for a hole. Going back in time, the preceding hole phase contained such an opportunity with probability $1-b$. Otherwise one must pass through that hole phase and the electron phase before it without any opportunity, with probability $ab$, and ask again. The term $m$ is the case in which this happened $m$ times. Multiplying $1-G$ by the capture probability $1-a$ recovers $Q$.

A second derivation uses waiting times. Start with an empty trap at the beginning of an electron phase. Let $N_1$ be the number of electron phases up to and including the one in which it is filled. Then $N_1=j$ requires $j-1$ failures and one success, so its probability is $(1-a)a^{j-1}$, and

$$
\langle N_1\rangle=(1-a)\sum_{j=1}^{\infty}ja^{j-1}
=(1-a)\frac{d}{da}\frac{1}{1-a}=\frac{1}{1-a}.
$$

The number $N_2$ of hole phases then needed to empty the trap has mean $1/(1-b)$. The first of these hole phases belongs to the same cycle as the successful electron phase. The round trip therefore takes $N_1+N_2-1$ cycles, not $N_1+N_2$. After it, the trap is again empty at the beginning of an electron phase, and the process starts afresh. One electron is transferred per round trip, so the long-run mean per cycle is the reciprocal of the mean duration:

$$
\frac1Q=\frac1{1-a}+\frac1{1-b}-1
=\frac{(1-b)+(1-a)-(1-a)(1-b)}{(1-a)(1-b)}.
$$

The numerator is $2-a-b-(1-a-b+ab)=1-ab$, which gives the same result. This form needs $a<1$ and $b<1$; if one factor equals 1, the round trip never ends and $Q=0$.

The reciprocal form also gives bounds. Since $1/(1-b)-1\ge0$, it follows that $1/Q\ge1/(1-a)$, and the same holds with $a$ and $b$ exchanged. Together with $1-ab\le1$ this yields

$$
(1-a)(1-b)\le Q\le\min(1-a,\,1-b).
$$

The trap cannot pump more per cycle than its less efficient capture step allows.

Two numerical cases test the derivation. In the first, each phase lasts one unit of time, with $k_n=1.8\sin^2(\pi t)$ and $k_p=1.2t^2$. The integrals are 0.9 and 0.4, so $a=0.4066$ and $b=0.6703$. Direct integration of the rate equations to the periodic state gives 0.268936 electrons per cycle, equal to the formula to all printed digits. Time-dependent rates thus enter through their integrals. In the second, capture times are drawn at random for 20,000 traps with the same survival factors, and captures are counted over 60 cycles after 20 initial ones. The mean is $0.26973\pm0.00035$, where the uncertainty is one standard error. It lies 2.3 standard errors above 0.26894, within the test's limit of five.

To study limits, write $a=e^{-x}$ and $b=e^{-y}$, where $x$ and $y$ are the time integrals of the two rates. From

$$
\coth\frac x2=\frac{1+e^{-x}}{1-e^{-x}}
\quad\text{follows}\quad
\frac1{1-e^{-x}}=\frac12\left(1+\coth\frac x2\right).
$$

Inserting this and its counterpart for $y$ into $1/Q$, the two halves cancel the $-1$:

$$
\frac1Q=\frac12\left(\coth\frac x2+\coth\frac y2\right).
$$

For slow pulses, $x$ and $y$ are large and both survival factors are small. Then $1/Q=1+a/(1-a)+b/(1-b)$ gives $Q\simeq1-a-b$ to first order: the trap pumps nearly one electron per cycle, and the current grows in proportion to frequency.

For fast pulses, $x$ and $y$ are small. With $\coth(x/2)=2/x+x/6+\cdots$,

$$
\frac1Q\simeq\frac{x+y}{xy}+\frac{x+y}{12},\qquad
Q\simeq\frac{xy}{x+y}\left(1-\frac{xy}{12}\right).
$$

Let the rates be constant within their phases, and let the electron phase occupy a fraction $D$ of the period. Then $x=k_nD/f_r$ and $y=k_p(1-D)/f_r$. The leading term of $Q$ falls as $1/f_r$, and the current approaches a constant:

$$
\frac1{I_{\rm sat}}=\frac1q\left[\frac1{k_nD}+\frac1{k_p(1-D)}\right].
$$

The mean times for the two captures add, each lengthened because its process is active for part of the period. For fixed rates, the best division of the period follows from setting the derivative with respect to $D$ to zero:

$$
-\frac1{k_nD^2}+\frac1{k_p(1-D)^2}=0,\qquad
\frac{D}{1-D}=\sqrt{\frac{k_p}{k_n}}.
$$

The bracket diverges at $D=0$ and $D=1$, so this single stationary point is its minimum and the maximum of the current. In this fast-pulse limit more time should go to the slower capture, but in proportion to the square root of the rate ratio. For slow pulses, where $Q\simeq1-a-b$, the best $D/(1-D)$ tends instead to the ratio $k_p/k_n$ itself.

Emission back to the same band can be included if the rates are constant within each phase. Let $e_n$ be the rate of electron emission in the electron phase and $e_p$ that of hole emission, which fills the trap, in the hole phase. Then

$$
\frac{df}{dt}=k_n(1-f)-e_nf=-(k_n+e_n)(f-f_1),\qquad
f_1=\frac{k_n}{k_n+e_n},
$$

$$
\frac{df}{dt}=-k_pf+e_p(1-f)=-(k_p+e_p)(f-f_2),\qquad
f_2=\frac{e_p}{k_p+e_p}.
$$

Now let $a=e^{-(k_n+e_n)t_1}$ and $b=e^{-(k_p+e_p)t_2}$. They are decay factors of the deviations from $f_1$ and $f_2$. The phase maps are $F=(1-a)f_1+aG$ and $G=(1-b)f_2+bF$. Eliminating one unknown at a time,

$$
F=\frac{(1-a)f_1+a(1-b)f_2}{1-ab},\qquad
G=\frac{(1-b)f_2+b(1-a)f_1}{1-ab}.
$$

In the difference, $f_1$ has the coefficient $(1-a)(1-b)$ and $f_2$ has $(1-b)(a-1)$. The net number of electrons taken from the conduction band is therefore

$$
F-G=(f_1-f_2)\frac{(1-a)(1-b)}{1-ab}.
$$

The original result requires $f_1=1$ and $f_2=0$.

The formula fails when both bands act within one phase, because the trap can then be filled and emptied repeatedly. Take phases of unit duration, with both capture rates equal to 5 in the electron phase and a hole-capture rate of 5 in the hole phase. During the electron phase the occupancy relaxes to $1/2$ at the total rate 10, so steady recombination contributes $5\times1/2=2.5$ electrons. The trap starts that phase nearly empty, which adds about $5\times(1/2)/10=0.25$. The full solution gives 2.748 electrons per cycle, well above one. This is recombination with both carriers present, not a transfer limited to one electron by alternating phases.

For a worked example, take an oxide trap at depth $z=0.70$ nm from the silicon, with its level near midgap, at 300 K. The frequency is 10 MHz and the phases are equal, 50 ns each. Carriers reach the trap by tunnelling, and the capture rates are modelled as

$$
k=\sigma vn\,e^{-z/\lambda},\qquad
v=\sqrt{\frac{8k_BT}{\pi m_v}},\qquad
\lambda=\frac{\hbar}{2\sqrt{2m_{\rm ox}\Phi}}.
$$

Here $\sigma$ is the cross section before tunnelling, $n$ the density of the carrier concerned, $v$ its mean thermal speed with mass $m_v$, $m_{\rm ox}$ the tunnelling mass and $\Phi$ the oxide barrier. The factor 2 in $\lambda$ appears because the probability is the square of the decaying amplitude.

The rough parameters are $\sigma=10^{-15}$ cm$^2$, electron and hole densities of $3\times10^{18}$ and $5\times10^{18}$ cm$^{-3}$, barriers of 3.1 and 4.6 eV, and $m_{\rm ox}=0.4\,m_0$, with $m_0$ the free-electron mass. Speed masses of $0.26\,m_0$ and $0.40\,m_0$ give $v=2.11\times10^7$ and $1.70\times10^7$ cm/s. The decay lengths are 0.0876 nm for electrons and 0.0719 nm for holes. Thus

$$
k_n=2.15\times10^7\ {\rm s^{-1}},\qquad
k_p=5.06\times10^6\ {\rm s^{-1}}.
$$

Multiplication by 50 ns gives $x=1.076$ and $y=0.253$, hence $a=0.341$ and $b=0.776$. Then

$$
Q=\frac{0.6590\times0.2237}{1-0.3410\times0.7763}
=\frac{0.1474}{0.7353}=0.20.
$$

The current is $I=qf_rQ=0.32$ pA, or $3.2\times10^{-13}$ A. A round trip takes 5.0 cycles on average. The occupancy swings between $G=0.70$ and $F=0.90$: the trap is filled most of the time and waits for a hole.

With the rates held fixed and ideal edges, $Q$ is 1.00 at 0.1 MHz, 0.92 at 1 MHz, 0.20 at 10 MHz and 0.02 at 100 MHz. The corresponding currents are 0.016, 0.147, 0.321 and 0.328 pA. The saturation value is also 0.328 pA. At 10 MHz the current is already about 98% of it, although $x$ exceeds 1. The expansion explains this: the first correction is $xy/12=0.02$, which depends on the product and is small because $y$ is small. For the same rates, the best division of a fast cycle has $D/(1-D)=0.49$, or $D=0.33$. It raises the saturation current to 0.37 pA.

The sensitivity to each rate follows from the reciprocal form. Since $d(1/Q)/dx=-a/(1-a)^2$,

$$
\frac{\partial\ln Q}{\partial\ln x}=\frac{Qxa}{(1-a)^2}=0.17,\qquad
\frac{\partial\ln Q}{\partial\ln y}=\frac{Qyb}{(1-b)^2}=0.79.
$$

For these parameters hole capture controls the result. This rests on the single tunnelling mass assumed for both carriers: with $0.5\,m_0$ for electrons and $0.33\,m_0$ for holes, the two sensitivities become 0.57 and 0.38. Because both rates depend exponentially on depth, a small displacement matters greatly: with all else fixed, $Q$ is 0.37 at 0.65 nm and 0.10 at 0.75 nm.

These parameters are meant to suggest a small silicon transistor, here with a gate of 100 nm by 100 nm and an oxide of 5 nm, which is thick for that gate length. The assumed oxide field of 1 MV/cm is about a tenth of a rough breakdown field. It supports a total sheet charge of $2.2\times10^{12}$ cm$^{-2}$, part of which is depletion charge in inversion. The assumed electron density then needs a substrate doping near $10^{17}$ cm$^{-3}$, whose depletion width of about 100 nm is as large as the gate length; above about $4\times10^{17}$ cm$^{-3}$ the channel is not inverted at this field. A more heavily doped 100 nm device needs a higher field, and the field and confinement corrections below then grow. Estimated one at a time, relative to $Q=0.20$, barrier lowering by this field changes $Q$ by about $+4\%$, and shortening each phase by 2 ns for finite edges by about $-4\%$. Confinement energies lower the barriers and change $Q$ by about $+13\%$, with the carrier densities held fixed. Degeneracy changes it by about $+1.5\%$ through the carrier speeds, the anisotropic electron mass by $-0.2\%$ if the speed is averaged over all directions (about $-5\%$ if only motion normal to the interface counts and the valleys are filled as in the confined layer), and emission from a trap 0.3 eV above midgap by less than $0.1\%$ if the shift of its level by the oxide field is ignored. Temperature can matter far more. If capture is activated by 0.2 eV, both rates rise eightfold from 300 to 400 K at fixed densities, and $Q$ becomes 0.87. The estimated gate current from direct tunnelling through a defect-free oxide, of order $10^{-27}$ A, is negligible here; a thinner oxide, or one that leaks through defects, needs its own estimate. The channel empties by diffusion in about 2 ps, far less than a 2 ns edge, so unextracted channel electrons should not mask the trap current. The carrier densities are rough averages over the carrier layers, and the density that matters for capture may differ from them strongly: in a triangular well at this field, the density at the interface is more than 20 times below the layer average for both carriers, a factor that the model can only absorb in $\sigma$. Such uncertainties outweigh the small corrections above: doubling the hole density alone raises $Q$ from 0.20 to 0.33, and changing the common tunnelling mass to $0.3\,m_0$ or $0.5\,m_0$ gives $Q=0.59$ or $0.07$. The effects of Coulomb forces between the trap and the carriers, and of the altered density profile near the interface, are not included in the values of $Q$ given here. A defect with three charge states, such as the silicon dangling bond at this interface, needs a larger set of rate equations. The numerical output below lists the values used here.

## Table of computed values

```
Rate-equation test: a=0.4066, b=0.6703
  electrons/cycle: integrated 0.268936, formula 0.268936
  contraction per cycle 0.27253, ab 0.27253
Random-capture test: a=0.4066, b=0.6703
  sampled 0.26973 +/- 0.00035, formula 0.26894
  mean round trip 3.7184 cycles
Both bands active in one phase: 2.748 electrons/cycle
  (electron-phase rates 5, 5; hole-phase rate 5; durations 1)
Temperature 300 K, frequency 10 MHz
Phase duration 50 ns, trap depth 0.70 nm
Cross section before tunnelling 1e-15 cm2
Electron, hole density 3.0e+18, 5.0e+18 cm^-3
Oxide barriers 3.1, 4.6 eV; mass 0.4 m0
Speed masses n, p: 0.26, 0.4 m0
Mean speeds n, p: 2.110e+07, 1.701e+07 cm/s
Decay lengths n, p: 0.0876, 0.0719 nm
Capture rates n, p: 2.152e+07, 5.063e+06 s^-1
Exponents x, y: 1.0759, 0.2532
Survival factors a, b: 0.3410, 0.7763
Occupancies F, G: 0.8963, 0.6958
Pumped Q 0.2005 electrons/cycle
Plain product (1-a)(1-b) 0.1474
Mean round trip 4.988 cycles
Pumped current 0.3212 pA = 3.212e-13 A
  ideal edges, 0.1 MHz: Q=1.0000, I=0.0160 pA
  ideal edges, 1 MHz: Q=0.9205, I=0.1475 pA
  ideal edges, 10 MHz: Q=0.2005, I=0.3212 pA
  ideal edges, 100 MHz: Q=0.0205, I=0.3283 pA
Ideal high-frequency current 0.3284 pA
Changes of Q from neglected effects:
  emission, trap 0.3 eV above midgap: -0.073 %
  each phase shortened by 2 ns: -3.84 %
  oxide field 1 MV/cm: +3.75 %
  confinement levels n, p: 0.084, 0.123 eV
  confinement, barrier effect: +12.86 %
  degeneracy, speed effect: +1.48 %
  anisotropic electron mass: -0.21 %
Q at depth 0.65 nm: 0.3719
Q at depth 0.75 nm: 0.1040
Q at 400 K, capture activation 0.2 eV: 0.8675
  capture-rate gain from 300 K: 7.99
Gate 100 x 100 nm, oxide 5 nm
Gate tunnelling estimate 2.8e-27 A
Field / rough 10 MV/cm breakdown field: 0.10
Gate-induced carriers under gate: 216
Channel emptying time 2.03 ps (diffusivity 5 cm2/s)
```
